# Why Splitting Off Core States Lowers the Fermi-Operator Expansion Degree

The degree $n$ of a polynomial that reproduces the Fermi function

$$f(E)=\frac{1}{1+e^{\beta(E-\mu)}},\qquad \beta=\frac{1}{k_BT},$$

on a spectral interval $[a,b]$ to a uniform error $\varepsilon$ is a pure number. Shifting all energies together changes nothing, so $n$ can depend only on $\beta A$, $\beta B$ and $\varepsilon$, where

$$A=\mu-a,\qquad B=b-\mu .$$

Reflecting the energy axis about $\mu$ turns $f$ into $1-f$, which is equally hard to approximate, and exchanges $A$ and $B$. So $n$ is symmetric in the two distances. Both $A+B$ and $\sqrt{AB}$ satisfy these demands. The choice between them decides what a deep core state costs.

Chebyshev polynomials settle it. With centre $c=(a+b)/2$ and half-width $h=(b-a)/2$, write $E=c+h\cos\theta$, so that $T_k=\cos k\theta$. The polynomial resolves structure evenly in $\theta$, not in $E$. Let $\theta_0$ be the angle of $\mu$. There $|dE/d\theta|=h\sin\theta_0$, and

$$h^2\sin^2\theta_0=h^2-(\mu-c)^2=(\mu-a)(b-\mu)=AB .$$

A step of energy width $1/\beta$ therefore has angular width $1/(\beta\sqrt{AB})$, and resolving it takes

$$n\propto\beta\sqrt{AB}.$$

The geometric mean of the distances to the two edges sets the degree, not the spectral width itself. A deep core state raises $A$ and leaves $B$ alone, so the degree grows as the square root of the core depth.

## The solvable model: one pair of poles

The prefactor follows from the singularities of $f$. The nearest ones are at $E=\mu\pm i\pi/\beta$, where $e^{\beta(E-\mu)}=-1$. The denominator has derivative $-\beta$ there, so the residue is $-1/\beta$. Put $x=(E-c)/h$ and

$$z=\frac{\mu+i\pi/\beta-c}{h}.$$

Since $E-\mu-i\pi/\beta=h(x-z)$, the pole pair contributes

$$-\frac{1}{\beta h}\left[\frac{1}{x-z}+\frac{1}{x-z^*}\right]=\frac{2}{\beta h}\,\mathrm{Re}\,\frac{1}{z-x}.$$

To expand this, let $w=z+\sqrt{z^2-1}$ with $|w|>1$. Then $w+w^{-1}=2z$ and $w-w^{-1}=2\sqrt{z^2-1}$. Summing the geometric series gives

$$1+2\sum_{k\ge1}w^{-k}\cos k\theta=\frac{1-w^{-2}}{1-2w^{-1}\cos\theta+w^{-2}}=\frac{w-w^{-1}}{w+w^{-1}-2x}=\frac{\sqrt{z^2-1}}{z-x}.$$

The second equality multiplies numerator and denominator by $w$. Hence $f=\sum_k c_kT_k$ has, at large $k$,

$$c_k\approx\frac{4}{\beta h}\,\mathrm{Re}\,\frac{w^{-k}}{\sqrt{z^2-1}} .$$

The poles farther from the real axis give faster-decaying terms.

Now write $w=e^{\gamma+i\varphi}$. Then

$$z=\cosh(\gamma+i\varphi)=\cosh\gamma\cos\varphi+i\sinh\gamma\sin\varphi .$$

For small $\gamma$ the real part gives $\varphi\approx\theta_0$, and the imaginary part gives $\gamma\sin\theta_0\approx\pi/(\beta h)$, so

$$\gamma\approx\frac{\pi}{\beta\sqrt{AB}} .$$

This needs $\gamma\ll\sin\theta_0$, which amounts to $\pi/\beta\ll A$ and $\pi/\beta\ll B$. In the same regime $\sqrt{z^2-1}=\sinh(\gamma+i\varphi)\approx i\sin\theta_0$, and

$$c_k\approx-\frac{4\gamma}{\pi}e^{-k\gamma}\sin k\theta_0 .$$

The truncation error is $\sum_{k>n}c_k\cos k\theta$. The product of sine and cosine is half of $\sin k(\theta_0+\theta)+\sin k(\theta_0-\theta)$. Near the step the first term oscillates rapidly and sums to little. With $\psi=\theta_0-\theta$, the second gives

$$-\frac{2\gamma}{\pi}\,\mathrm{Im}\sum_{k>n}e^{-k(\gamma-i\psi)}\approx-\frac{2\gamma}{\pi}e^{-n\gamma}\,\mathrm{Im}\,\frac{e^{in\psi}}{\gamma-i\psi}
=-\frac{2}{\pi}e^{-n\gamma}\,\frac{\sin\!\left(n\psi+\arctan(\psi/\gamma)\right)}{\sqrt{1+\psi^2/\gamma^2}} .$$

When $n\gamma\gg1$, the sine reaches one while $\psi$ is still much smaller than $\gamma$. The largest error is then close to $(2/\pi)e^{-n\gamma}$. Setting it equal to $\varepsilon$ gives the degree of the truncated Chebyshev series,

$$n\approx\frac{\beta}{\pi}\sqrt{(\mu-a)(b-\mu)}\;\ln\frac{2}{\pi\varepsilon}.$$

The constant inside the logarithm belongs to the truncated series. That series is one polynomial meeting the target, so the best uniform polynomial needs at most this degree and may need somewhat less. All degrees quoted below are those of the truncated series.

Take $\beta=200$ per hartree and $\varepsilon=10^{-6}$. The logarithm is 13.36 and the factor in front of the square root is 851 per hartree. With $B=0.3$ hartree, the degrees found from the truncated series are 932, 2950 and about 9320 for $A=4$, 40 and 400 hartree. Each tenfold deepening costs a factor near $\sqrt{10}$. If both distances grow tenfold, from 4 and 0.3 to 40 and 3 hartree, the degree rises tenfold, again to about 9320. Degrees near $10^4$ found by sampling the error on a grid are uncertain by a few units. Linear growth with width belongs to that second case.

The law fails when $\mu$ comes within about $\pi/\beta$ of an edge. At $\mu=b$ it would give degree zero. There $z=1+i\pi/(\beta h)$, and $\cosh(\gamma+i\varphi)\approx1+(\gamma+i\varphi)^2/2$ gives $\gamma+i\varphi\approx(1+i)\sqrt{\pi/(\beta h)}$. The decay rate stays finite, and the degree scales as $\sqrt{\beta h}$.

## Removing the core exactly

Let $P$ project onto the core eigenvectors of the Hermitian matrix $H$, in an orthonormal basis, and let $Q=1-P$. Because $P$ commutes with $H$, the cross terms vanish:

$$f(H)=Pf(H)P+Qf(H)Q .$$

On a core level, $1-f(E)=1/(1+e^{\beta(\mu-E)})$. Replacing the first term by $P$ thus costs at most this expression at the highest core level $E_c$. For a shallow level with $\beta(\mu-E_c)=8$ the cost is $3.4\times10^{-4}$, so such a level does not belong in the core if the target is $10^{-6}$.

For the second term, define

$$H_v=QHQ+sP .$$

Its eigenvalues are the valence levels, unchanged, and the number $s$ in place of every core level. If $s$ lies inside the valence interval $[a_v,b]$, a polynomial $p_n$ built for that interval suffices:

$$f(H)\approx P+Q\,p_n(H_v)\,Q .$$

The outer factors $Q$ discard the meaningless value $p_n(s)$. The two blocks are orthogonal, so the error in spectral norm is the larger of the core error and the valence error. The degree falls by the factor

$$\frac{n_{\rm full}}{n_{\rm split}}=\sqrt{\frac{\mu-a}{\mu-a_v}},$$

since $B$ cancels.

The shift matters. Outside the interval, $|T_n(x)|=\cosh(n\,\mathrm{arcosh}|x|)$ grows exponentially with $n$. Once this growth outruns the decay of the coefficients $c_k$, the value $|p_n(s)|$ grows exponentially too. In exact arithmetic $Q$ would still remove the core block, but rounding errors leak through at roughly the machine precision times $|p_n(s)|$.

## Silver ion: core, valence and pseudopotential

The free closed-shell ion Ag$^+$ supplies a real core spectrum. Its levels come from the local density approximation with a scalar-relativistic one-electron Hamiltonian and 98 Gaussian functions. Spin–orbit coupling is left out, and the functional and the basis bring errors of their own. One ion shows nothing about linear scaling, but the degree depends only on spectral edges, $\mu$ and $\beta$.

The expansion is done in a subspace of dimension 27, containing the 23 occupied orbitals and the four lowest empty ones. The lowest core level is at $-928.31$ hartree, the valence bottom at $-3.793$ and the top of the subspace at $-0.236$. These are values for this basis. In a denser one the lowest level drops by 0.08 hartree, the highest core level rises by 0.03 and the valence bottom drops by 0.001, while the degrees below move by about one unit at most. I place $\mu$ midway between the highest occupied and lowest empty levels, at $-0.506$ hartree, and take $k_BT=0.005$ hartree (0.136 eV). Then $\pi/\beta=0.016$ hartree, well below $B=0.270$ hartree. The law gives

$$n_{\rm full}\approx851\sqrt{927.8\times0.270}\approx1.35\times10^4,$$

$$n_{\rm split}\approx851\sqrt{3.287\times0.270}\approx802 .$$

The truncated series need about 13480 and 802. Their ratio is 16.8, although the spectral widths differ by a factor of 261.

An effective core potential that replaces 28 electrons, the same 14 orbitals, puts the valence bottom at $-3.737$ hartree and the top at $-0.236$. It needs degree 797. A denser basis lowers this valence bottom by 0.006 hartree and raises the degree by about one. The agreement within one per cent has a plain cause: both calculations have nearly the same $\mu$, lower edge and upper edge. The split calculation keeps its all-electron core orbitals.

For the matrix test, $H$ is built from these 27 levels in a random orthonormal basis. The results confirm that the split expansion needs no more than the valence degree. Against diagonalization, the split expansion of degree 802 has spectral-norm error $1.7\times10^{-7}$. The same degree applied to the unsplit matrix leaves an error of $6.5\times10^{-2}$, because there $n\gamma$ is only about 0.8. The split error lies below $10^{-6}$ because the worst error occurs close to $\mu$, inside the gap. The nearest levels are 0.079 hartree away, so $\psi/\gamma\approx0.079\,\beta/\pi\approx5$, and the envelope derived above has dropped to about a fifth.

Using $QHQ$ without a shift would put the core at zero energy, above the top of this valence interval. Even a shift at $-0.165$ hartree, 2% of the valence width above the top, produced matrix errors of order $10^{75}$.

## Finding the core projector cheaply

Splitting would be circular if finding $P$ needed the long polynomial. It does not: $P$ can be found by feeding a cubic polynomial into itself, and the number of steps grows only as the logarithm of the spectral width divided by the core–valence gap. Choose $\sigma$ at its middle, here $-8.65$ hartree, and iterate

$$X_0=\frac{\sigma-H}{\sigma-a},\qquad X\leftarrow\tfrac12X(3-X^2),\qquad P=\tfrac12(1+X).$$

Core eigenvalues of $X_0$ are positive and valence ones negative. All lie in $[-1,1]$ provided $b-\sigma\le\sigma-a$, which holds in this subspace ($8.4$ against $919.7$ hartree). With a higher upper edge the safe divisor is the larger of $\sigma-a$ and $b-\sigma$. The map changes the sign of an eigenvalue of magnitude above $\sqrt3$, which can then converge to the wrong sign, and an eigenvalue of magnitude above $\sqrt5$ diverges. A small eigenvalue grows by $3/2$ per step. Near one, $1-e$ becomes $1-\tfrac32e^2$ to leading order, so convergence is then quadratic. The smallest starting magnitude is $4.86/919.7=0.0053$, and the growth phase takes about $\ln(1/0.0053)/\ln1.5\approx13$ steps. The full iteration took 18 steps, or 36 matrix products for the updates. Together with the valence recursion this makes about 840 products, against about 13500 without splitting. Both counts assume the three-term recursion, one product per degree, and are not the least possible. Grouped evaluation of a matrix polynomial needs about $2\sqrt n$ products, roughly 230 unsplit against 90 split with the projector included. This ion also has a gap so wide against $k_BT$ that the sharp step at $\mu$ differs from $f(H)$ by only $1.3\times10^{-7}$. The same cubic iteration with $\sigma=\mu$ therefore reaches the target on the unsplit matrix in 27 steps, or 54 products. The smooth expansion is needed when levels lie so near $\mu$ that the sharp step misses the target.

## When the core subspace is approximate

A core subspace taken from frozen atomic orbitals is not exactly invariant. Let $H_0=PHP+QHQ$ and $V=QHP+PHQ$, and suppose $V$ is dropped. The density matrix $D=f(H)$ commutes with $H$. To first order, $[D_1,H_0]+[D_0,V]=0$. Its element between valence state $v$ and core state $c$ reads

$$D_{1,vc}(E_c-E_v)+(f_v-f_c)V_{vc}=0,
\qquad D_{1,vc}=\frac{f_v-f_c}{E_v-E_c}V_{vc}.$$

With $f_c=1$, an occupied valence state gives zero and an empty one gives $-V_{vc}/(E_v-E_c)$. Mixing among filled states does not alter the density matrix at this order. For sharp occupations, second-order perturbation theory gives the missing band energy,

$$\Delta E=-\sum_{c}\sum_{v\,\rm empty}\frac{|V_{vc}|^2}{E_v-E_c},$$

because the contributions of occupied pairs cancel. In a six-level model with core levels near $-10$ hartree, the formula gives $-5.34\times10^{-3}$ hartree and diagonalization $-5.35\times10^{-3}$. Halving the coupling halves the density change and quarters the energy change.

The interval needs care too. A retained vector with core amplitude $\eta$ has its energy lowered by $\eta^2(E_v-E_c)$. For the silver 1s level, $\eta=0.02$ already means about 0.37 hartree. The lower edge must then be taken from $QHQ$ itself. If the contaminated vector is an empty one, a shift of this size is worse: it carries the lowest empty level of Ag$^+$, 0.079 hartree above $\mu$, to below $\mu$ and changes the electron count.

## The upper edge remains

Splitting repairs $A$ and does nothing for $B$. In the full basis of 98 functions, the highest level is at $1.7\times10^5$ hartree. This number is set by the tightest basis function, not by the ion, and exceeds $10^6$ hartree in larger bases. The law then gives a degree of $1.1\times10^7$ with the core kept and $6.3\times10^5$ with it removed. The gain is the same factor of 16.8, yet the result is about 790 times the degree in the small subspace.

A pseudopotential-like degree therefore rests on two conditions: the core is split off, and the expansion is made in a subspace with a low upper edge. Building that subspace has its own cost, which the product counts above leave out. The numerical output lists the spectral edges, the degrees and the errors.

## Numbers as computed

```
kT = 0.005 hartree = 0.1361 eV
beta = 200 1/hartree; target error = 1e-06
scan: mu = 0, upper edge = 0.3 hartree
  lower edge -4 hartree: needed degree 932
  lower edge -40 hartree: needed degree 2950
  lower edge -400 hartree: needed degree 9318
  edges -40 and 3 hartree: degree 9311
Ag+ all-electron, filtered subspace
  basis functions 98, subspace size 27
  occupied orbitals 23, core orbitals 14
  lowest core level -928.31 hartree
  highest core level -13.504 hartree
  valence bottom -3.7930 hartree
  highest occupied -0.5853 hartree
  lowest empty -0.4264 hartree
  mu -0.5058 hartree; subspace top -0.2356 hartree
Ag+ with effective core potential
  core electrons replaced 28
  bottom -3.7365, top -0.2361 hartree
  mu -0.5078 hartree
degrees: needed / from the law
  all-electron, unsplit 13476 / 13471.3
  all-electron, split 802 / 801.9
  effective core potential 797 / 796.7
unsplit/split degree ratio 16.80
  square-root prediction 16.80
  ratio of spectral widths 260.9
split/effective-core degree ratio 1.006
pole formula, relative coefficient error 4.8e-05
matrix errors (spectral norm)
  unsplit, its own degree 2.20e-07
  unsplit, valence degree 6.46e-02
  split, valence degree 1.74e-07
  electrons from split matrix 45.999997
shift outside range, at -0.1645 hartree:
  log10 of largest element error 74.8
sign iteration: 18 steps, 36 update products
full basis top 1.686e+05 hartree
  law, core kept 1.064e+07
  law, core split off 6.334e+05
shallow core, beta*(mu-E) = 8: error 3.354e-04
neglected coupling model, strengths 0.1 and 0.05 hartree
  density change 3.235e-02, 1.608e-02
  after first order 3.976e-03, 9.973e-04
  energy change -5.3480e-03, -1.3362e-03 hartree
  second-order law at 0.1: -5.3435e-03 hartree
```
